# Thickness Scaling of Trap-Limited Drift Currents

A film of thickness $L$ lies between an injecting contact at $x=0$ and a collecting contact at $x=L$. One type of carrier flows through it in steady state. The carriers are counted as positive and move along $+x$; for electrons the signs of charge, current, field and voltage are reversed together and the magnitudes below are unchanged.

The current density is $J>0$, the field is $E(x)$, the free density is $n(x)$ and $V=\int_0^L E\,dx$ is the voltage across the film. Built-in voltage and series drops have been removed from $V$. The carrier charge is $q>0$.

The model rests on these assumptions:

- Current flows by drift alone, with constant mobility $\mu$ and permittivity $\varepsilon$.
- The traps are uniform in space and exchange carriers with the transport band alone. Their ratio of emission to capture does not depend on field.
- The injecting contact holds the free density at a value $n_c$ that does not depend on $J$, $V$ or $L$. The ideal ohmic contact is the limit $n_c\to\infty$, for which $E(0)=0$.
- Without current the film is neutral at free density $n_0<n_c$, and the fixed background charge stays constant.

## (a) How much charge do the traps hold?

**Find the space-charge density for an arbitrary distribution $h(\epsilon)$ of trap depths $\epsilon$.**

Let $\varphi$ be the occupied fraction of traps of depth $\epsilon$. Capture needs a free carrier and an empty trap, so its rate per trap is $c\,n(1-\varphi)$. Emission has rate $e\,\varphi$. In steady state the two balance:

$$c\,n(1-\varphi)=e\,\varphi\quad\Rightarrow\quad \varphi=\frac{n}{n+n_1(\epsilon)},\qquad n_1=\frac{e}{c}.$$

For a non-degenerate band of effective density $N_c$, and trap degeneracy one, detailed balance gives $n_1=N_c e^{-\epsilon/k_BT}$. The trapped density is

$$n_t(n)=\int h(\epsilon)\,\frac{n}{n+n_1(\epsilon)}\,d\epsilon .$$

It depends on position through $n(x)$ alone. It also rises with $n$, because the derivative of each occupancy is $n_1/(n+n_1)^2>0$.

Whether a trap is neutral when empty or when full does not alter the change in charge when it captures a carrier. Measured from the neutral state, the charge density is therefore

$$\rho(n)=q\,[\,n-n_0+n_t(n)-n_t(n_0)\,].$$

It vanishes at $n_0$ and increases strictly with $n$, whatever the form of $h$.

## (b) Which combinations of current, voltage and thickness matter?

**Use Poisson's equation to show that $J/L$ and $V/L^2$ are tied together by a relation that does not contain $L$ separately.**

The two equations of the model are

$$J=q\mu nE,\qquad \varepsilon\frac{dE}{dx}=\rho(n).$$

Steady state makes $J$ the same at every $x$, so we may divide the field by it. Define

$$u=\frac{E}{J}=\frac{1}{q\mu n},\qquad s=\frac{x}{L}.$$

The local free density now depends on $u$ alone. With $dE=J\,du$ and $dx=L\,ds$, Poisson's equation becomes

$$\varepsilon\,\frac{J}{L}\,\frac{du}{ds}=\rho\!\left(\frac{1}{q\mu u}\right),\qquad u(0)=u_c=\frac{1}{q\mu n_c}.$$

The starting value $u_c$ is a constant of the contact, and is zero for the ideal ohmic one. Once the material and contact are given, the profile $u(s)$ is fixed by the single number $J/L$. The voltage is

$$V=\int_0^L E\,dx=JL\int_0^1u\,ds\quad\Rightarrow\quad \frac{V}{L^2}=\frac{J}{L}\int_0^1u\,ds .$$

The right side depends on $J/L$ alone. This is the required relation, and no form of $h(\epsilon)$ was assumed.

Uniformity can even be relaxed a little. If the trap density varied as a fixed function of $x/L$, then $\rho$ would depend on $u$ and $s$, and the same argument would hold. A trap layer of fixed depth in nanometres is different, since its profile in $s$ changes with $L$.

## (c) Is the current a single-valued function?

**Find $f$ in $J/L=f(V/L^2)$ explicitly, and show that it exists for every positive voltage and increases.**

Write $g(u)=\varepsilon/\rho(1/q\mu u)$. Poisson's equation gives $dx=J\,g\,du$. If $u_L$ is the value at the collecting contact, then

$$\frac{L}{J}=G(u_L)=\int_{u_c}^{u_L}g\,du,\qquad
\frac{V}{J^2}=H(u_L)=\int_{u_c}^{u_L}u\,g\,du .$$

The second result follows from $V=\int E\,dx=\int(Ju)(Jg\,du)$. Hence

$$\frac JL=\frac1G,\qquad y\equiv\frac{V}{L^2}=\frac{V}{J^2}\frac{J^2}{L^2}=\frac{H}{G^2}.$$

These are parametric equations of $f$. The parameter runs over $u_c<u_L<u_0$, with $u_0=1/(q\mu n_0)$.

As $u_L$ grows, $G$ grows and $J/L$ falls. We must show that $y$ falls too. Since $G'=g$ and $H'=u_Lg$,

$$\frac{dy}{du_L}=\frac{u_Lg}{G^2}-\frac{2Hg}{G^3}=\frac{g}{G^3}\,(u_LG-2H).$$

Integration by parts gives $H=u_LG(u_L)-\int_{u_c}^{u_L}G\,du$, so

$$u_LG-2H=2\int_{u_c}^{u_L}G\,du-u_LG(u_L).$$

A larger $u$ means a smaller $n$, a smaller $\rho$ and a larger $g$. Thus $G$ has an increasing slope: it is convex and lies below its chord, which joins zero at $u_c$ to $G(u_L)$. The area under the chord is $\tfrac12(u_L-u_c)G(u_L)$. Therefore

$$u_LG-2H<(u_L-u_c)G-u_LG=-u_cG\le0 .$$

So $y$ falls strictly as $u_L$ rises. Both $y$ and $J/L$ fall together, which makes $f$ single-valued and increasing.

The range of $y$ is complete. As $u_L\to u_0$, $\rho$ goes to zero linearly and $G$ diverges, while $H\simeq u_0G$; hence $y\simeq u_0/G\to0$. At the other end $G\to0$. For finite $n_c$, $H\ge u_cG$ gives $y\ge u_c/G\to\infty$. For the ideal contact the free charge dominates at very small $u$, and the trap-free formulas of part (d) again give $y\to\infty$.

## (d) What do the slopes say?

**Relate the voltage slope $m=\partial\ln J/\partial\ln V$ at fixed $L$ to the exit field. Find the thickness slope at fixed $V$, and examine simple limits.**

Let $k=E(L)L/V$ be the exit field divided by the mean field. From $E(L)=Ju_L$, $L=JG$ and $V=J^2H$,

$$k=\frac{(Ju_L)(JG)}{J^2H}=\frac{u_LG}{H}.$$

At fixed $L$, $m=d\ln(J/L)/d\ln y$. Along the parametric curve,

$$d\ln\frac JL=-\frac gG\,du_L,\qquad d\ln y=\left(\frac{u_Lg}{H}-\frac{2g}{G}\right)du_L .$$

Dividing, and multiplying numerator and denominator by $-G/g$, gives

$$m=\frac{1}{2-u_LG/H}=\frac1{2-k}.$$

The integrand of $H$ contains $u<u_L$, so $H<u_LG$ and $k>1$. Part (c) showed $u_LG<2H$, so $k<2$. A slope read from one current–voltage curve thus yields the exit field, $E(L)=(2-1/m)V/L$, within this model.

For the thickness slope, write $\ln J=\ln L+\ln f(V/L^2)$. At fixed $V$, $d\ln y=-2\,d\ln L$, and

$$\left(\frac{\partial\ln J}{\partial\ln L}\right)_V=1-2m .$$

Locally, the current falls as $L^{-(2m-1)}$.

**Ohmic limit.** At low voltage $u_L\to u_0$ and $H\simeq u_0G$, so $k\to1$ and $m\to1$. Then $J/L=1/G\simeq y/u_0$, or $J=q\mu n_0V/L$.

**No traps and negligible $n_0$, ideal contact.** Here $\rho=qn=1/(\mu u)$ and $g=\varepsilon\mu u$. Integration gives $G=\varepsilon\mu u_L^2/2$ and $H=\varepsilon\mu u_L^3/3$. Therefore

$$y=\frac{4}{3\varepsilon\mu u_L},\qquad \frac JL=\frac{2}{\varepsilon\mu u_L^2}=\frac{2}{\varepsilon\mu}\left(\frac{3\varepsilon\mu y}{4}\right)^2=\frac98\varepsilon\mu y^2 .$$

Multiplication by $L$ gives the Mott–Gurney law $J=\tfrac98\varepsilon\mu V^2/L^3$, with $k=3/2$ and $m=2$.

**Exponential tail, ideal contact.** Let $h=(N/E_t)e^{-\epsilon/E_t}$ with $E_t>k_BT$. Approximate the occupancy by a step: traps deeper than $k_BT\ln(N_c/n)$ are full. With $l=E_t/k_BT$, this gives $n_t\simeq N(n/N_c)^{1/l}$. If trapped charge dominates and the neutral background is negligible, then $g=Au^{1/l}$ with constant $A$, and

$$G=\frac{Al}{l+1}u_L^{(l+1)/l},\qquad H=\frac{Al}{2l+1}u_L^{(2l+1)/l},\qquad k=\frac{2l+1}{l+1}.$$

Thus $2-k=1/(l+1)$ and $m=l+1$. The current varies as $V^{l+1}/L^{2l+1}$, in agreement with the general thickness slope.

## (e) What does a thickness series prove?

**Turn the result into a test, and decide whether passing it proves that the bulk limits the current.**

Measure films of different thickness, made alike and held at the same temperature. Plot $J/L$ against $V/L^2$. The model requires a single curve. Equivalently, at a common $V/L^2$ the ratio of currents equals the ratio of thicknesses.

Compare this with a contact whose current is set by the mean field, $J=F(V/L)$. At fixed $V$ its thickness slope is $-m$ instead of $1-2m$. The two agree locally at $m=1$. To see when they agree for all thicknesses, demand $F(V/L)=Lf(V/L^2)$ and hold $V/L^2=y_1$. Then $F(y_1L)=Lf(y_1)$ for every $L$, so $F$ is linear. An ohmic range therefore cannot separate the two cases.

A collapse is a necessary sign of the present model, but it does not prove bulk limitation. The derivation also covered finite $n_c$, including a contact that supplies too few carriers. Since $n\le n_c$, we have $u\ge u_c$, and

$$V=J\int_0^Lu\,dx\ge\frac{JL}{q\mu n_c}\quad\Rightarrow\quad J\le q\mu n_c\frac VL .$$

Such a contact can limit the current and still pass. At high voltage $u_L\to u_c$, so $k\to1$ and $m\to1$: a slope that falls back towards one is a warning of it.

Nor does failure prove contact limitation, as the next part shows.

## (f) Which physical effects spoil the collapse?

**Find where a separate dependence on $J$ or $L$ enters when assumptions are dropped.**

If the mobility depends on field, $n=1/[q\mu(E)u]$ with $E=Ju$. The charge density then depends on $u$ and on $J$ separately. The same happens with Poole–Frenkel emission. For a trap that is charged when empty, the field lowers the barrier by

$$\Delta\epsilon=\sqrt{\frac{q^3E}{\pi\varepsilon_{\rm opt}}},$$

where $\varepsilon_{\rm opt}$ is the optical permittivity, and $n_1$ is multiplied by $e^{\Delta\epsilon/k_BT}$. Both are bulk effects, yet both break the scaling.

Diffusion adds a term to the current, $J=q\mu nE-\mu k_BT\,dn/dx$. Solving for $E$ and dividing by $J$,

$$\frac EJ=\frac1{q\mu n}+\frac{k_BT}{q}\,\frac{1}{JL}\,\frac{d\ln n}{ds}.$$

The new term contains the product $JL$ in place of the ratio $J/L$. At fixed $J/L$ this product grows as $L^2$, so thicker films reduce its coefficient, though steep density gradients near contacts can keep the term important.

## (g) How well does the test work for an oxide film?

**Apply the results to films of 200 and 400 nm at 300 K, and size the neglected effects.**

The inputs are rough values in the regime of an unformed amorphous titanium oxide film: relative permittivity 30, mobility 0.10 cm²/Vs, $N_c=10^{20}$ cm⁻³ and $n_0=10^{10}$ cm⁻³. The traps form an exponential tail of $2\times10^{18}$ cm⁻³ with $E_t=0.08$ eV, plus a Gaussian level of $5\times10^{16}$ cm⁻³ at 0.50 eV with standard deviation 0.05 eV. The contact is ideal.

Choose 2 V and 8 V. Then $V/L^2=2/0.2^2=8/0.4^2=50$ V/µm². Direct integration of Poisson's equation at each thickness gives 5.33 and 10.65 A/cm². These values represent the tail by levels 5 meV apart; a continuous tail raises both currents by about 8 percent, leaves their ratio unchanged and lowers the voltage slope given below from 4.79 to 4.76. Their ratio is 2.00, and $J/L$ is 26.6 A/cm² per µm for both. The ratio is also 2.00 for the tail alone, for a single level of $5\times10^{17}$ cm⁻³ at 0.40 eV, and for a Gaussian of the same density at 0.50 eV with standard deviation 0.08 eV. The currents of these four cases span more than four decades.

The measured voltage slope of the computed curve is 4.79, and its thickness exponent is 8.58, equal to $2(4.79)-1$. The exit ratio is $k=1.7912$, whence $1/(2-1.7912)\simeq4.79$. The exit fields are 0.179 and 0.358 MV/cm. A mean-field contact law with this same constant slope would give a current ratio of $2^{4.79}=27.7$, far from 2.

The slope does not vary monotonically: it is 5.6, 7.3 and 4.8 at 12.5, 25 and 50 V/µm². A uniform charge equal to the full Gaussian level would require $qN/(2\varepsilon)\simeq15$ V/µm². This is close to the computed peak, a slope of about 8.2 near 20 V/µm². Without the Gaussian level the slope stays below 4 over this range, and doubling the density of the level moves the peak to higher $V/L^2$. Filling this level therefore causes the peak.

Halving the exit free density of the ideal case and imposing the result, $9.3\times10^{14}$ cm⁻³, at the injecting contact cuts the current to 0.122 of its former value. The ratio stays at 2.00. Within the drift model, a starved contact can therefore pass the test; its slope here is 2.1. With diffusion included, the ratio is 1.91 if both contacts hold this density and 1.92 if the collecting contact holds $10^{18}$ cm⁻³, with $V=\int_0^L E\,dx$ in both cases, so in these films the pass is only approximate. In the second case the unequal contacts set up a built-in voltage of 0.18 V. If 2 V and 8 V are taken as the applied biases and this voltage is left uncorrected, the ratio falls to 1.71.

Now relax one assumption at a time, keeping 50 V/µm² and the other inputs:

- Poole–Frenkel emission, with optical relative permittivity 6, raises the two currents by factors of 6.2 and 9.2. Their ratio becomes 2.97. This applies the full lowering in every direction; averaging the emission over directions gives factors of about 3.2 and 5.3, and a ratio near 3.3. Both estimates treat each trap as isolated. If all the traps here were charged when empty, the top of the lowered barrier would lie beyond half the mean trap spacing in most of the 200 nm film. Neighbouring traps would then overlap, so these factors illustrate the broken scaling and do not predict its size.
- A mobility multiplied by $\exp(\gamma\sqrt E)$, with $\gamma$ chosen to double it at 0.1 MV/cm, gives a ratio of 2.48.
- A trap density tripled at the injecting contact, with the excess decaying over 20 nm, gives 3.68.
- Full drift-diffusion with $10^{18}$ free carriers per cm³ at both contacts gives 3.31 and 1.77 times the drift currents. The ratio of the two currents is 1.07. With a continuous tail these values become 3.24, 1.75 and 1.08.

The last result is serious: these films fail the test although their traps are uniform and their contacts are well supplied. Diffusion also spoils the reading of the exit field from the slope. At 200 nm the slope becomes 3.05, which would imply an exit field of 1.67 times the mean field, while the computed one is 2.20 times the mean. Using the local law $J\propto L^{-8.58}$, the increases equal those from removing a length

$$\delta=L\left(1-r^{-1/8.58}\right),$$

where $r$ is the factor of increase. This local estimate gives about 26 nm for both films; the full drift curve, whose slope changes over the length removed, gives 28 and 27 nm. The length is not a constant of the material: by the local estimate it falls to about 23 nm in a film of 800 nm and roughly 20 nm in one of 1.6 µm. It also depends on the contacts. For contact densities from $10^{17}$ to $10^{19}$ cm⁻³, the current ratio of the 200 and 400 nm films runs from about 1.3 to slightly below 1.

Thicker films do approach the drift result, but slowly. At 1.6 µm and this $V/L^2$ diffusion still raises $J$ by about 11 percent, while the voltage is 128 V and the exit field about 1.4 MV/cm. That exceeds the rough breakdown field of 1 MV/cm assumed here. Thickness alone therefore does not rescue the test at this operating point.

Several other effects are smaller, but tunnelling helped by heat may not be. For neutral traps of assumed radius 0.5 nm, the larger exit field shifts the barrier by up to 18 meV; averaged over directions, emission rises by 8 percent. The quasi-Fermi level at the exit lies 0.282 eV from the band. Without field, tunnelling through a rectangular barrier of this height across the mean trap spacing of 7.9 nm has an attenuation factor near $10^{-19}$ for the free-electron mass. The larger exit field lowers the far side by about 0.28 eV, so the barrier becomes nearly triangular. The exponent then shrinks to two thirds and the factor is near $10^{-12}$. This is still far below the thermal factor of $1.9\times10^{-5}$; unusually close trap pairs are not covered. The comparison holds for tunnelling at the trap energy only. A carrier can also be raised partway by heat and tunnel through the thin top of the tilted barrier. A semiclassical estimate with the free-electron mass makes this path at least comparable with thermal emission at the larger exit field. Unless capture rises in the same proportion, it too would break the scaling. The thermal factor is also $n/N_c$ at the exit, so the band is non-degenerate there. Estimated heating is about 0.2 K in the film and 0.1 K in a silicon substrate, for conductivities of 1 and 150 W/mK and a pad radius of 25 µm.

Sample matching matters too. At fixed mobility, voltage and thickness, warming from 300 to 310 K raises $J$ by 30 percent if $N_c$ grows as $T^{3/2}$, and by 25 percent if $N_c$ stays fixed. At fixed voltage, a film 2 percent thinner carries 19 percent more current.

Real titanium oxide films vary widely in permittivity, mobility and traps, so the currents above are not predictions for a particular film. In a film only a few tens of nanometres thick, contact layers of the inferred width would fill much or all of the film. After electroforming, current may run through a filament, and a uniform one-dimensional model no longer applies. For the unformed films computed here, diffusion moves the current by a factor of 3.3 at 200 nm, and the isolated-trap formula for charged-when-empty traps gives a factor of about 3 to 6. A thickness series at such fields should therefore be compared with a model that includes diffusion and field-dependent emission before its failure is blamed on the contact. The numerical output lists the main values.

## Table of computed values

```
T 300 K, eps_r 30, optical eps_r 6
mobility 0.10 cm2/Vs, band density 1.0e+20 cm^-3
neutral free density n0 1.0e+10 cm^-3
tail 2.0e+18 cm^-3, energy 0.08 eV
Gaussian 5.0e+16 cm^-3 at 0.50 eV, width 0.05 eV
L 200 and 400 nm, V 2 and 8 V, V/L^2 50.0 V/um2
direct integration: J(200 nm), J(400 nm) in A/cm2, ratio
  single level: 0.008939, 0.01788, 2.00000
  exponential: 13.38, 26.75, 2.00000
  Gaussian: 0.000303, 0.000606, 2.00000
  tail+Gaussian: 5.327, 10.65, 2.00000
trap-free J over Mott-Gurney J 1.000000
V/L^2 (V/um2), J/L (A/cm2 per um), slope m, k
  12.5, 0.002743, 5.585, 1.8209
  25.0, 0.4508, 7.335, 1.8637
  50.0, 26.64, 4.790, 1.7912
measured slope m 4.790, from exit field 4.790
measured thickness exponent 8.580, 2m-1 = 8.579
J ratio if J=F(V/L) with the same constant slope 27.66
exit free density 1.86e+15 cm^-3, free share of charge 1.56e-02
exit quasi-Fermi depth 0.282 eV, n/band density 1.9e-05
exit field 0.179 and 0.358 MV/cm
starved contact 9.28e+14 cm^-3: J/J(ohmic contact) 0.122, ratio 2.00000, slope 2.114
broken assumption: J(200 nm)/model, J(400 nm)/model, J ratio
  Poole-Frenkel traps: 6.2, 9.22, 2.973
  mobility x2 at 0.1 MV/cm: 1.68, 2.08, 2.478
  3x traps at contact, 20 nm decay: 0.272, 0.5, 3.675
with diffusion, contacts 1e+18 cm^-3: J/model 3.308, 1.773, J ratio 1.072
neutral trap radius 0.5 nm: barrier shift 17.9 meV, mean emission factor 1.082
mean trap spacing 7.9 nm, tunnelling factor 10^-18.6 (free mass)
exit field / rough breakdown field of 1 MV/cm: 0.36
heating at 400 nm: film 0.17 K (1 W/mK), silicon 0.12 K (pad radius 25 um)
J(310 K)/J(300 K) at fixed mobility 1.298
J change for a film 2 percent thinner 18.9 percent
```
